# Nucleation barrier slope and critical size with size-dependent surface free energy

### Definitions and conventions

A vapour at temperature \(T\) contains free atoms, called monomers, with chemical potential \(\mu\) and partial pressure \(p\). It also contains clusters of \(n\) atoms, dilute enough to form an ideal gas mixture with the monomers. An inert carrier gas is present under fixed conditions. The bulk liquid has chemical potential \(\mu_b(T)\) per atom and saturation pressure \(p_s(T)\); the slight dependence of \(\mu_b\) on total pressure is neglected. For ideal monomers

\[
\Delta\mu\equiv\mu-\mu_b(T)=kT\ln S,\qquad S=\frac{p}{p_s(T)}. \tag{1}
\]

At fixed \(T\), \(d\Delta\mu=d\mu\). The vapour is supersaturated, so \(\Delta\mu>0\).

Let \(q_n\) be the partition function of one \(n\)-cluster in the volume considered. The Helmholtz free energy of \(N_n\) such clusters is \(-kT\ln(q_n^{N_n}/N_n!)\). With \(\ln N_n!\simeq N_n\ln N_n-N_n\), its derivative with respect to \(N_n\) is

\[
\mu_n=kT\ln\frac{N_n}{q_n}. \tag{2}
\]

Turning \(n\) monomers into one cluster changes the free energy by \(\mu_n-n\mu\). In equilibrium this vanishes, so

\[
N_n=q_n(T)\,e^{n\mu/kT}. \tag{3}
\]

For a supersaturated vapour, (3) defines the populations of a constrained equilibrium in which large droplets are prevented from growing without limit. Choose a reference number \(N_0\) that does not depend on \(\mu\), and define the work of formation by \(N_n=N_0e^{-W(n)/kT}\). Then

\[
W(n)=-kT\ln\frac{q_n}{N_0}-n\mu=\Phi(n)-n\,\Delta\mu, \tag{4}
\]
\[
\Phi(n)\equiv-kT\ln\frac{q_n}{N_0}-n\mu_b. \tag{5}
\]

\(\Phi(n)\) is the excess free energy of the cluster over \(n\) bulk atoms, called here the surface free energy. It may depend on \(n\) in any way: through a curvature-dependent surface tension, shell structure or cluster motion. What matters is that at fixed \(T\) it does not contain \(\mu\).

The power \(n\) in (3) was tested on a closed box of monomers and trimers with partition functions 2000 and 300, by summing over all possible numbers of trimers. Between totals of 3000 and 3300 atoms, the mean trimer number grew as the mean monomer number to the power 3.001, a finite-number result close to the expected 3.

### The slope of the barrier

Treat \(n\) first as continuous. The critical size \(n^*\) is the position of the highest value of \(W\), and the barrier is \(W^*=W(n^*)\). If this maximum is unique and smooth, with non-zero curvature,

\[
\Phi'(n^*)=\Delta\mu,\qquad \Phi''(n^*)<0. \tag{6}
\]

Because \(\Phi''(n^*)\neq0\), the first condition defines \(n^*\) as a differentiable function of \(\mu\). Differentiating \(W^*=\Phi(n^*)-n^*\Delta\mu\) at fixed \(T\), with the chain rule for the first term and the product rule for the second, gives

\[
\frac{dW^*}{d\mu}=\Phi'(n^*)\frac{dn^*}{d\mu}-\Delta\mu\frac{dn^*}{d\mu}-n^*
=\left[\Phi'(n^*)-\Delta\mu\right]\frac{dn^*}{d\mu}-n^*. \tag{7}
\]

The bracket is zero by (6). Hence

\[
\left(\frac{\partial W^*}{\partial\mu}\right)_T=-n^*. \tag{8}
\]

The critical size does change with \(\mu\), and the surface free energy changes with it. To first order, this change is cancelled by the change in bulk free energy, because \(W\) is flat at its maximum. No particular form of \(\Phi\) was used.

Differentiating (6) gives \(\Phi''(n^*)\,dn^*/d\mu=1\), and therefore

\[
\frac{dn^*}{d\mu}=\frac1{\Phi''(n^*)}<0,\qquad
\frac{d^2W^*}{d\mu^2}=-\frac1{\Phi''(n^*)}>0. \tag{9}
\]

The critical size falls with supersaturation and the barrier is a convex function of \(\mu\). For a finite change, integration of (8) gives

\[
W^*(\mu_1)-W^*(\mu_2)=\int_{\mu_1}^{\mu_2}n^*(\mu)\,d\mu. \tag{10}
\]

### Integer sizes and shell structure

Real clusters contain whole numbers of atoms, so the barrier is

\[
W^*(\mu)=\max_n\left[\Phi(n)-n\Delta\mu\right]. \tag{11}
\]

Assume \(\Phi(n)/n\to0\) for large \(n\), so that a highest value exists when \(\Delta\mu>0\). Let \(n_1\) and \(n_2\) be the critical sizes at \(\mu_1<\mu_2\). Size \(n_1\) is also a candidate at \(\mu_2\), and \(n_2\) is a candidate at \(\mu_1\). Therefore

\[
W^*(\mu_2)\ge W^*(\mu_1)-n_1(\mu_2-\mu_1), \tag{12}
\]
\[
W^*(\mu_1)\ge W^*(\mu_2)+n_2(\mu_2-\mu_1). \tag{13}
\]

Rearranging and dividing by the positive difference \(\mu_2-\mu_1\) gives

\[
-n_1\le\frac{W^*(\mu_2)-W^*(\mu_1)}{\mu_2-\mu_1}\le-n_2. \tag{14}
\]

If one size is highest and no other ties with it, it stays highest for a small enough change in \(\mu\). Then \(n_1=n_2=n^*\), and (14) reduces to (8) without any derivative with respect to \(n\).

Two sizes \(a<b\) tie when \(\Delta\mu=[\Phi(b)-\Phi(a)]/(b-a)\). If they share the highest value of \(W\) there, and no third size ties with them, the slope jumps from \(-b\) to \(-a\) as \(\mu\) rises. The barrier is continuous but has a kink, where (8) has no single value. Equation (10) still holds, since isolated jumps do not affect the integral.

### What must be held fixed

If the excess free energy itself depends on the monomer chemical potential, (7) acquires one more term:

\[
\frac{dW^*}{d\mu}=-n^*+\left(\frac{\partial\Phi}{\partial\mu}\right)_{n=n^*}. \tag{15}
\]

Adsorption of the carrier gas is a related case. Suppose a cluster carries \(m\) hydrogen atoms of chemical potential \(\mu_H\). Repeating the argument for (3) and summing over \(m\) gives

\[
N_n=e^{n\mu/kT}\sum_m q_{n,m}e^{m\mu_H/kT}. \tag{16}
\]

Since \(W=-kT\ln(N_n/N_0)\), differentiation gives \(\partial W/\partial\mu=-n\) and \(\partial W/\partial\mu_H=-\langle m\rangle\). Thus

\[
dW^*=-n^*d\mu-\langle m\rangle\,d\mu_H\qquad(T\text{ fixed}). \tag{17}
\]

Adsorbed hydrogen changes the barrier and the critical size, but (8) survives when \(\mu_H\) is fixed.

The reference for the work also matters. Counted from an existing monomer, the barrier is \(W^*-W(1)\). Since \(dW(1)/d\mu=-1\), its slope is \(-(n^*-1)\).

### A droplet with curvature-dependent surface tension

Let a spherical droplet have radius \(R\), atomic volume \(v\) and surface tension

\[
\gamma(R)=\frac{\gamma_\infty}{1+2\delta/R}, \tag{18}
\]

where \(\delta>0\) is a fixed length. Multiplying by the area gives

\[
\Phi=\frac{4\pi\gamma_\infty R^3}{R+2\delta},\qquad n=\frac{4\pi R^3}{3v},\qquad \frac{dn}{dR}=\frac{4\pi R^2}{v}. \tag{19}
\]

The quotient rule gives

\[
\frac{d\Phi}{dR}=4\pi\gamma_\infty\frac{3R^2(R+2\delta)-R^3}{(R+2\delta)^2}
=4\pi\gamma_\infty R^2\frac{2R+6\delta}{(R+2\delta)^2}. \tag{20}
\]

Dividing by \(dn/dR\) and using (6),

\[
\Delta\mu=\gamma_\infty v\,\frac{2R^*+6\delta}{(R^*+2\delta)^2}. \tag{21}
\]

Set \(x=R^*+2\delta\) and \(g=\gamma_\infty v\). Then \(2R^*+6\delta=2x+2\delta\), and (21) becomes \(\Delta\mu\,x^2-2gx-2g\delta=0\). The positive root is

\[
R^*+2\delta=\frac{g+\sqrt{g^2+2g\delta\,\Delta\mu}}{\Delta\mu}. \tag{22}
\]

For \(\delta\Delta\mu\ll g\), the square root is approximately \(g+\delta\Delta\mu\), so \(R^*\simeq2g/\Delta\mu-\delta\). Near saturation the droplet is large and the curvature correction becomes relatively small.

For \(\delta=0\), \(\Phi\propto n^{2/3}\). Then \(\Delta\mu=\Phi'=2\Phi/3n^*\), which gives \(W^*=n^*\Delta\mu/2\). A size-dependent tension changes this relation. Define \(s=d\ln\gamma/d\ln n\) at \(n^*\). Since \(\Phi\propto\gamma n^{2/3}\), \(n^*\Delta\mu=(2/3+s)\Phi\), and

\[
W^*=n^*\Delta\mu\,\frac{1/3-s}{2/3+s},\qquad s=\frac{2\delta}{3(R^*+2\delta)}. \tag{23}
\]

The slope (8) is unchanged, although the ratio \(W^*/(n^*\Delta\mu)\) is no longer one half.

### Silicon droplets in hot hydrogen

Take atomic silicon vapour at 1800 K and 0.02 Torr in 100 Torr of hydrogen. The rough model parameters are \(p_s=0.002\) Torr, \(\gamma_\infty=4.7\) eV/nm², \(v=0.019\) nm³ and \(\delta=0.02\) nm. Then \(S=10\), \(kT=0.1551\) eV and \(\Delta\mu=0.1551\ln10=0.357\) eV.

With \(g=4.7\times0.019=0.0893\) eV nm, (22) gives \(R^*+2\delta=0.519\) nm and \(R^*=0.479\) nm. The radius for one atomic volume is 0.1655 nm, so \(n^*=(0.479/0.1655)^3\), or 24.28 before rounding. The barrier is

\[
W^*=12.52-24.28\times0.3572=3.85\ \text{eV}=24.8\,kT. \tag{24}
\]

Direct maximisation of \(W\) at slightly different \(\mu\) gives a slope of \(-24.28\), in agreement with (8). Counted from a monomer, the slope is \(-23.28\). Restricting \(n\) to integers gives size 24 and slope \(-24\).

The constant-tension relation would give \(n^*\Delta\mu/2=4.34\) eV, too high by 0.48 eV. Another shortcut inserts \(\gamma(R)\) into \(\Delta\mu=2\gamma v/R\), omitting the derivative of \(\gamma\). It gives \(R+2\delta=2g/\Delta\mu=0.500\) nm and 21.5 atoms, 12% below the size that sets the slope. This radius is close to that of the Gibbs surface of tension, the sphere for which \(W^*=n\Delta\mu/2\) holds. That sphere encloses \(2W^*/\Delta\mu=21.6\) atomic volumes and lies about \(\delta\) inside \(R^*\). The shortcut therefore nearly reproduces the barrier, 3.83 eV, but not the number of atoms.

At \(S=8\), 10 and 12 the critical sizes are 33.4, 24.3 and 19.1 atoms. The barrier falls by 1.597 eV from \(S=8\) to \(S=12\), equal to the integral in (10). Multiplying the size at \(S=10\) by \(kT\ln(12/8)=0.0629\) eV would give 1.53 eV, because it ignores the variation of \(n^*\).

Two altered models test the conditions. Adding \(0.3\cos(2\pi n/12)\) eV to \(\Phi\) makes the integer critical size fall from 48 at \(S=6\) to 12 at \(S=14\), with jumps of up to 12 atoms. The barrier drop, 3.942 eV, still agrees with the area under \(n^*(\mu)\) within integration error. Replacing \(\Phi\) by \(\Phi(1-c\Delta\mu)\), with \(c=0.05\) eV\(^{-1}\), gives a critical size of 22.94 but a slope of \(-23.55\). The difference is the extra term in (15), \(-0.60\).

### From the barrier to the nucleation rate

Let \(f_n\) be the steady populations, \(\beta_n\propto p\,n^{2/3}\) the monomer arrival rate, and \(\alpha_n\) the loss rate, independent of \(p\) at fixed \(T\). Detailed balance in the constrained equilibrium requires \(\beta_nN_n=\alpha_{n+1}N_{n+1}\). The net current is therefore

\[
J=\beta_nf_n-\alpha_{n+1}f_{n+1}
=\beta_nN_n\left(\frac{f_n}{N_n}-\frac{f_{n+1}}{N_{n+1}}\right). \tag{25}
\]

Divide by \(\beta_nN_n\) and sum from \(n=1\) to \(M-1\), with \(f_1=N_1\) and \(f_M=0\). The differences telescope to 1:

\[
\frac1J=\sum_{n=1}^{M-1}\frac1{\beta_nN_n}. \tag{26}
\]

By (3), \(N_n\propto S^n\), while \(\beta_n\propto S\). Each term in (26) thus varies as \(S^{-(n+1)}\), and

\[
\left(\frac{\partial\ln J}{\partial\ln S}\right)_T=1+\langle n\rangle,\qquad
\text{weight}\propto\frac1{\beta_nN_n}\propto n^{-2/3}e^{W(n)/kT}. \tag{27}
\]

Solving the steady-state equations directly for the example gives a rate slope of 25.25, and the weighted mean size is 24.25. Doubling \(M\) from 150 to 300 produces no shift at the calculated precision.

The mean lies close to \(n^*\) although the weight is broad: its variance is roughly \(\sigma^2=kT/|\Phi''|=0.1551/0.00469=33\), a width of about 6 atoms. For constant tension, the factor \(n^{-2/3}\) shifts the mean by \(-2\sigma^2/3n^*\) at leading order. The cubic term of \(W\) shifts it by \(\sigma^4\Phi'''/2kT\). Since \(\Phi'''=-4\Phi''/3n^*\) for \(\Phi\propto n^{2/3}\), this second shift is \(+2\sigma^2/3n^*\), and the two cancel. The weak curvature dependence here leaves the cancellation nearly intact.

### The model beside a real reactor

Silicon droplets are a known difficulty in silicon carbide epitaxy from silane in hydrogen, and the temperature and total pressure above belong to that regime. The silicon pressure was chosen to give \(S=10\), and \(\delta\) is a model choice. In a reactor, silicon is also carried by hydrides and other species, so the silane feed cannot replace \(p\) in (27) unless the two are proportional. The gas also passes through temperature gradients. At fixed pressure, (1) and \(d\ln p_s/dT=h/kT^2\), with heat of condensation \(h\), give

\[
\left(\frac{\partial W^*}{\partial T}\right)_p=-n^*\frac{\Delta\mu-h}{T}, \tag{28}
\]

when \(\Phi\) is held fixed. With a rough \(h=4\) eV, this is \(24.28\times3.643/1800=0.049\) eV/K. A 1% rise in silicon pressure lowers the barrier by 0.037 eV, so an accompanying rise of 1 K would more than cancel it.

The absolute barrier is much less secure than its slope relation. A 5% higher surface tension raises the critical size to 28.3 and the barrier by 0.66 eV. Free translation contributes a factor \(n^{3/2}\) to \(q_n\), and rotation of a compact cluster contributes \(n^{5/2}\), since its moment of inertia varies as \(n^{5/3}\). If these factors are added to the droplet model, \(\Phi\) gains \(-4kT\ln n\). The critical size becomes 18.24 and the slope \(-18.24\), again equal and opposite. This term lowers the barrier by 1.90 eV, but size-independent factors are omitted, so that figure is not the full correction. Real small silicon clusters are also much more stable than (19) implies. Measured atomisation energies of Si\(_4\), Si\(_6\) and Si\(_7\), with rigid-rotor harmonic estimates, put \(W(n)-W(1)\) roughly between \(-0.6\) and 0.7 eV at \(S=10\), against 1.2 to 1.8 eV from the droplet model. Such clusters may then be numerous enough to join droplets themselves, which (25) to (27) leave out. The 24 atoms and 3.85 eV are properties of the model, not predictions for silicon.

Condensation can also heat a droplet. About 18,700 hydrogen molecules strike it for each arriving silicon atom. If each removes a fraction 0.1, a rough value, of the energy \(2k\,\delta T\), the time average of the temperature excess \(\delta T\) is at most about 12 K; cooling by evaporation reduces it. The heating comes in bursts: one capture releases about \(h-\Phi'(n^*)-kT/2\approx3.6\) eV, since part of the heat of condensation pays for new surface, enough to warm a 24-atom droplet with heat capacity \(3k\) per atom by about 570 K, and cooling by hydrogen alone reduces this excess by a factor \(e\) over some 360 collisions. The average excess cannot be put into (28), which describes a temperature change of the whole system. What can lower the rate below (26) is the loss of atoms from droplets that are still hot, and its size depends on how well the hydrogen cools them. One capture heats a small droplet more than a large one, so this loss depends on \(n\) and can also change the rate slope. Equations (26) and (27) therefore apply to droplets that stay close to the gas temperature; the barrier slope (8) does not depend on this kinetic condition. With the rough fraction 0.1 the example does not fully meet it: extending (25) to follow droplet energy as well as size lowers the rate by 30 to 40% and the rate slope from 25.25 to between 24.3 and 24.6. With a fraction of 1 the rate falls by about 7% and the slope is about 25.1.

Two other effects are small here. If each added silicon atom releases two hydrogen molecules, and a droplet holds one hydrogen atom per silicon atom, (17) changes the slope by \((n^*/2)(2\times0.02/100)=0.005\) in magnitude. Here \(\mu_H\) is half the chemical potential of molecular hydrogen, so \(d\mu_H=\tfrac12kT\,d\ln p_{\mathrm{H_2}}\), and the released gas gives \(d\ln p_{\mathrm{H_2}}=(2\times0.02/100)\,d\ln p\). The vapour displaced by the droplet amounts to a fraction \(vp/kT=2\times10^{-9}\) of its size. The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature: 1800 K;  kT: 0.1551 eV
silicon pressure: 0.02 Torr; saturation: 0.002 Torr
hydrogen pressure: 100 Torr
supersaturation S: 10.0;  dmu: 0.3572 eV
flat surface tension: 4.7 eV/nm2
atomic volume: 0.019 nm3;  delta: 0.02 nm
radius for one atomic volume: 0.1655 nm
critical radius: 0.4793 nm
surface tension there: 4.338 eV/nm2
critical size, maximisation: 24.277 atoms
critical size, closed form: 24.277 atoms
surface free energy at top: 12.524 eV
barrier: 3.853 eV = 24.84 kT
half of n_crit*dmu: 4.335 eV
barrier slope, finite difference: -24.277
Kelvin size with local tension: 21.467 atoms
slope of barrier counted from monomer: -23.277
second derivative of Phi: -0.004694 eV
d(n_crit)/d(mu): -213.0 per eV
barrier curvature: 213.0 per eV
S = 8: size 33.39 atoms, barrier 4.840 eV
S = 10: size 24.28 atoms, barrier 3.853 eV
S = 12: size 19.11 atoms, barrier 3.243 eV
barrier drop, S 8 to 12: 1.5968 eV
integral of size over mu: 1.5968 eV
mass-action power for trimers: 3.0013
mu-dependent surface, coupling: 0.05 per eV
  size 22.944 atoms, slope -23.546
  extra term in slope: -0.602
integer size: 24 atoms; slope -24.000
shell amplitude: 0.3 eV; period: 12 atoms
  size at S = 6: 48 atoms; at S = 14: 12 atoms
  largest jump in size: 12 atoms
  barrier drop 3.9416 eV; area 3.9415 eV
rate slope dlnJ/dlnS: 25.251
mean size in rate sum: 24.251 atoms
rate slope shift, cutoff 150 to 300: 0.0e+00
with -4kT ln n: size 18.244 atoms, slope -18.244
  barrier change: -1.898 eV
tension +5%: size 28.28 atoms
  barrier change: 0.661 eV
heat of condensation, rough: 4.0 eV per atom
barrier change for +1 K at fixed pressure: 0.0491 eV
barrier drop for +1% silicon pressure: 0.0372 eV
H2 collisions per arriving Si atom: 18664
H2 accommodation, rough: 0.1
upper bound on cluster heating: 12.4 K
hydrogen by-product shift of slope: 0.0049
displaced vapour, fraction of size: 2.0e-09
```
